\section*{Normal strain of a clamped cubic film: germanium on silicon}

\section*{The problem}

A cubic film has the lattice parameter $a_f$ when free of stress. It grows coherently, with the same crystal orientation, on a thick cubic substrate of lattice parameter $a_s$. The substrate is treated as rigid, so it imposes its own in-plane spacing on the film. The in-plane strain, measured from the free film, is
\begin{equation}
e_\parallel=\frac{a_s-a_f}{a_f}.
\label{eq:misfit}
\end{equation}
This is the quantity called misfit here. It is negative when the film has the larger lattice. The alternative definition $(a_f-a_s)/a_s$ has the opposite sign and a different denominator.

The film is uniform and thick enough for bulk elasticity to apply. Surface stress, dislocations and intermixing are left out. Except in part (h), strains are treated to first order. The film's elastic constants are $C_{11}$, $C_{12}$ and $C_{44}$. With the coordinate axes along the cube edges, its elastic energy per unit volume is
\begin{align}
w={}&\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)
+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})\nonumber\\
&+\tfrac12C_{44}(\gamma_{yz}^2+\gamma_{zx}^2+\gamma_{xy}^2),
\qquad \gamma_{ij}=2e_{ij}\ (i\neq j).
\label{eq:w}
\end{align}

\section*{Part (a): what is relaxed}

\textbf{Question.} Let $\mathbf n$ be the unit normal of the film. Write the strain when the two in-plane cell vectors are held and the third is free. What condition on the stress does energy minimization impose?

\textbf{Answer.} A vector in the film plane must be stretched by $1+e_\parallel$ without turning. The image of $\mathbf n$ is a free vector $\mathbf p$. The deformation matrix is therefore
\begin{equation}
F=(1+e_\parallel)(I-\mathbf n\mathbf n^{T})+\mathbf p\,\mathbf n^{T}.
\end{equation}
Put $\mathbf p=\mathbf n+\mathbf q$, where $\mathbf q$ is small. The small-strain tensor is the symmetric part of $F-I$:
\begin{equation}
e=e_\parallel(I-\mathbf n\mathbf n^{T})
+\tfrac12(\mathbf q\mathbf n^{T}+\mathbf n\mathbf q^{T}).
\label{eq:strain}
\end{equation}
The normal strain is $e_\perp=\mathbf n^{T}e\,\mathbf n=\mathbf q\cdot\mathbf n$. The part of $\mathbf q$ perpendicular to $\mathbf n$ produces shear. It tilts a third cell vector that lies along $\mathbf n$ in the free film, and this is what tilt means below. A third vector $\mathbf c$ of a primitive cell may also have an in-plane part $\mathbf c_\parallel$. Its image is $(1+e_\parallel)\mathbf c_\parallel+(\mathbf c\cdot\mathbf n)\mathbf p$, so it generally turns even when $\mathbf q$ is along $\mathbf n$. Leaving all three components of the third vector free allows for this turn.

The stress is $\sigma_{kl}=\partial w/\partial e_{kl}$, where $e_{kl}$ and $e_{lk}$ are treated as separate variables and $\gamma_{kl}=e_{kl}+e_{lk}$ is used in \eqref{eq:w}; this gives, for example, $\sigma_{yz}=\sigma_{zy}=C_{44}\gamma_{yz}$. By the chain rule and the symmetry of $\sigma$,
\begin{equation}
\frac{\partial w}{\partial q_i}
=\sum_{kl}\sigma_{kl}\,\tfrac12(\delta_{ki}n_l+n_k\delta_{li})
=\sum_l\sigma_{il}n_l .
\end{equation}
At the minimum all three components vanish, so $\sigma\mathbf n=0$: the free surface carries no traction. The in-plane stress does not vanish, because the substrate supports it. Of the three cell vectors, a variable-cell calculation of this film must therefore relax only the third; the atomic positions are discussed in part (g). Relaxing the whole cell to zero stress would return the unstrained film.

\section*{Part (b): does the third cell vector tilt?}

\textbf{Question.} Show whether $\mathbf q$ has a component in the film plane for (001) and (111) films. Does the argument also cover (112)?

\textbf{Answer.} The first step is to show that the minimum is unique. Let $t=e_{xx}+e_{yy}+e_{zz}$, let $d_i=e_{ii}-t/3$, and define
\begin{equation}
B=\frac{C_{11}+2C_{12}}3,\qquad C'=\frac{C_{11}-C_{12}}2 .
\label{eq:moduli}
\end{equation}
Since $t^2=\sum_i e_{ii}^2+2(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})$, the first two terms of \eqref{eq:w} equal $C'\sum_i e_{ii}^2+\tfrac12C_{12}t^2$. Because $\sum_i d_i=0$, we also have $\sum_i e_{ii}^2=\sum_i d_i^2+t^2/3$. Using $C'/3+C_{12}/2=B/2$, we obtain
\begin{equation}
w=\tfrac12Bt^2+C'\sum_i d_i^2
+\tfrac12C_{44}(\gamma_{yz}^2+\gamma_{zx}^2+\gamma_{xy}^2).
\end{equation}
A stable crystal has $B$, $C'$ and $C_{44}$ all positive, so $w$ is positive for every non-zero strain.

A non-zero $\mathbf q$ always changes the strain. If $\mathbf q\mathbf n^T+\mathbf n\mathbf q^T$ were zero, multiplying it by $\mathbf n$ would give $\mathbf q+\mathbf n(\mathbf q\cdot\mathbf n)=0$. The scalar product with $\mathbf n$ then gives $\mathbf q\cdot\mathbf n=0$, and hence $\mathbf q=0$. Thus $w$ is a strictly convex quadratic function of $\mathbf q$ and has one minimum.

Now let $R$ be a rotation about $\mathbf n$ that leaves the cubic elastic energy unchanged. Since $R\mathbf n=\mathbf n$, equation \eqref{eq:strain} gives $e(R\mathbf q)=R\,e(\mathbf q)R^T$, and therefore $w(R\mathbf q)=w(\mathbf q)$. If $\mathbf q$ is the minimum, so is $R\mathbf q$. As there is one minimum, $R\mathbf q=\mathbf q$.

For (001), $R$ can be a rotation by $90^\circ$; for (111), by $120^\circ$. Each leaves only vectors along $\mathbf n$ unchanged. Hence $\mathbf q=e_\perp\mathbf n$, there is no tilt, and
\begin{equation}
e=e_\parallel I+(e_\perp-e_\parallel)\mathbf n\mathbf n^{T}.
\label{eq:notilt}
\end{equation}

The direction $[112]$ is not a rotation axis of a cubic crystal, so the argument does not apply there. Solving $\sigma\mathbf n=0$ numerically for a (112) film, with the data of part (f), gives a tensor shear strain of $0.73\,\%$. The third cell vector must then be free to change direction as well as length.

\section*{Part (c): the (001) film}

\textbf{Question.} Find $e_\perp$ for $\mathbf n=(0,0,1)$.

\textbf{Answer.} Equation \eqref{eq:notilt} gives $e_{xx}=e_{yy}=e_\parallel$, $e_{zz}=e_\perp$ and no shear. Inserting these in \eqref{eq:w},
\begin{align}
w&=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)
+C_{12}(e_\parallel^2+2e_\parallel e_\perp)\nonumber\\
&=(C_{11}+C_{12})e_\parallel^2+2C_{12}e_\parallel e_\perp
+\tfrac12C_{11}e_\perp^2 .
\end{align}
The clamp fixes $e_\parallel$, so we differentiate with respect to $e_\perp$ alone:
\begin{equation}
\frac{\partial w}{\partial e_\perp}
=2C_{12}e_\parallel+C_{11}e_\perp=0
\quad\Longrightarrow\quad
e_\perp=-\frac{2C_{12}}{C_{11}}\,e_\parallel .
\label{eq:001}
\end{equation}
The second derivative is $C_{11}>0$, which confirms a minimum. The factor 2 arises because two in-plane strains each contribute $C_{12}e_\parallel$ to the normal stress. For positive $C_{12}$, a film compressed in its plane expands along its normal.

\section*{Part (d): the (111) film}

\textbf{Question.} Find $e_\perp$ for $\mathbf n=(1,1,1)/\sqrt3$.

\textbf{Answer.} Every element of $\mathbf n\mathbf n^T$ equals $1/3$. In the cube axes, equation \eqref{eq:notilt} therefore has equal diagonal elements $D$ and equal off-diagonal elements $S$:
\begin{equation}
D=e_\parallel+\frac{e_\perp-e_\parallel}3
=\frac{2e_\parallel+e_\perp}3,\qquad
S=\frac{e_\perp-e_\parallel}3 .
\end{equation}
Each engineering shear is $\gamma=2S$. The energy density \eqref{eq:w} becomes
\begin{align}
w&=\tfrac12C_{11}\,(3D^2)+C_{12}\,(3D^2)+\tfrac12C_{44}\,3(2S)^2\nonumber\\
&=\tfrac32(C_{11}+2C_{12})D^2+6C_{44}S^2 .
\end{align}
Both $D$ and $S$ have derivative $1/3$ with respect to $e_\perp$, so
\begin{equation}
\frac{\partial w}{\partial e_\perp}
=(C_{11}+2C_{12})D+4C_{44}S=0 .
\end{equation}
Multiplying by 3 and inserting $D$ and $S$,
\begin{equation}
(C_{11}+2C_{12})(2e_\parallel+e_\perp)
+4C_{44}(e_\perp-e_\parallel)=0 .
\end{equation}
Collecting the terms in $e_\perp$ on the left and those in $e_\parallel$ on the right,
\begin{equation}
(C_{11}+2C_{12}+4C_{44})\,e_\perp
=-(2C_{11}+4C_{12}-4C_{44})\,e_\parallel,
\end{equation}
and therefore
\begin{equation}
e_\perp=-\frac{2C_{11}+4C_{12}-4C_{44}}
{C_{11}+2C_{12}+4C_{44}}\,e_\parallel .
\label{eq:111}
\end{equation}
The second derivative of $w$ is $(C_{11}+2C_{12}+4C_{44})/3>0$, so this is a minimum.

\section*{Part (e): one formula for both faces}

\textbf{Question.} Express both results through $B$, $C'$ and $C_{44}$. Use the result to discuss the limiting cases and to decide which face has the larger normal strain.

\textbf{Answer.} Solving \eqref{eq:moduli} gives $C_{11}=B+\tfrac43C'$ and $C_{12}=B-\tfrac23C'$. For (001),
\begin{equation}
\frac{2C_{12}}{C_{11}}
=\frac{2B-\frac43C'}{B+\frac43C'}
=\frac{6B-4C'}{3B+4C'} .
\end{equation}
For (111), substituting $C_{11}+2C_{12}=3B$ in \eqref{eq:111} gives the same expression with $C_{44}$ in place of $C'$. Both results are thus
\begin{equation}
e_\perp=-k(G)\,e_\parallel,\qquad
k(G)=\frac{6B-4G}{3B+4G},
\label{eq:k}
\end{equation}
with $G=C'$ for (001) and $G=C_{44}$ for (111).

An elastically isotropic solid has $C'=C_{44}$, and the two faces then agree, as they must. When $G\ll B$, $k$ tends to 2 and $2e_\parallel+e_\perp$ tends to zero: the film keeps its volume because changing shape costs little. When $G\gg B$, $k$ tends to $-1$ and $e_\perp$ tends to $e_\parallel$: the film keeps its shape and changes volume. The normal strain changes sign at $G=3B/2$.

The derivative is
\begin{equation}
\frac{dk}{dG}
=\frac{-4(3B+4G)-4(6B-4G)}{(3B+4G)^2}
=-\frac{36B}{(3B+4G)^2}<0 .
\end{equation}
A larger shear modulus therefore gives a smaller $k$. If $C_{44}>C'$ and both moduli are below $3B/2$, the (111) film has the smaller normal strain in magnitude.

\section*{Part (f): germanium on silicon}

\textbf{Question.} Evaluate the normal strain for both faces. Use the rough measured values $C_{11}\approx130$~GPa, $C_{12}\approx48$~GPa and $C_{44}\approx67$~GPa for germanium, and $a_s/a_f\approx0.96$.

\textbf{Answer.} The in-plane strain is $e_\parallel=0.96-1=-0.04$, or $-4.0\,\%$. The elastic constants must be those of the film, germanium. Silicon enters through its lattice parameter.

For (001),
\begin{equation}
e_\perp=-\frac{2\times48}{130}(-4.0\,\%)
=0.7385\times4.0\,\%=2.95\,\% .
\end{equation}
For (111),
\begin{align}
e_\perp&=-\frac{2\times130+4\times48-4\times67}
{130+2\times48+4\times67}(-4.0\,\%)\nonumber\\
&=\frac{184}{494}\times4.0\,\%
=0.3725\times4.0\,\%=1.49\,\% .
\end{align}
The germanium film expands along its normal by about $3\,\%$ on (001) and $1.5\,\%$ on (111). The order agrees with part (e), since $C'=(130-48)/2=41$~GPa is smaller than $C_{44}=67$~GPa and both lie below $3B/2=(130+2\times48)/2=113$~GPa.

The result is sensitive to the lattice ratio. A change of $0.005$ in $a_s/a_f$ changes $e_\parallel$ by $0.5$ percentage points, one eighth of its value, and changes both normal strains by the same fraction.

The (001) film is tetragonal. Its height-to-width ratio is
\begin{equation}
\frac ca=\frac{1+e_\perp}{1+e_\parallel}
=\frac{1.0295}{0.96}\approx1.07 .
\end{equation}
The relative volume change, $(1+e_\parallel)^2(1+e_\perp)-1$, is about $-5\,\%$ for (001) and $-6.5\,\%$ for (111). The normal expansion compensates only part of the in-plane compression.

\section*{Part (g): must the atoms relax too?}

\textbf{Question.} Germanium has the diamond structure, with two sublattices. For which of the two faces does the result change if the fractional coordinates of the atoms are frozen while the cell relaxes?

\textbf{Answer.} Let $\mathbf u$ be the displacement of one sublattice relative to the other, beyond what the uniform strain produces. Each atom of the unstrained crystal lies on twofold axes parallel to the cube edges, and these rotations do not exchange the sublattices. The rotation about $x$ preserves $u_x$, $\gamma_{yz}$ and the diagonal strains, and reverses $u_y$, $u_z$, $\gamma_{zx}$ and $\gamma_{xy}$. The other two rotations act correspondingly.

These symmetries forbid a term linear in $\mathbf u$ alone, as well as a coupling of $\mathbf u$ to the diagonal strains. They allow $u_x$ to couple to $\gamma_{yz}$, and likewise for the other components. The threefold axes make the three coefficients equal. To second order,
\begin{equation}
w=w_{\rm frozen}(e)-A(u_x\gamma_{yz}+u_y\gamma_{zx}+u_z\gamma_{xy})
+\tfrac12K|\mathbf u|^2,
\end{equation}
where $K>0$ for a stable crystal. Setting $\partial w/\partial u_x=0$ gives $u_x=A\gamma_{yz}/K$. The terms containing $u_x$ then add up to $-A^2\gamma_{yz}^2/(2K)$. The other components behave in the same way, so
\begin{equation}
C_{44}=C_{44}^{\rm frozen}-\frac{A^2}{K},
\end{equation}
while $C_{11}$ and $C_{12}$ are unchanged.

The (001) film has no shear in the cube axes, so $\mathbf u=0$ and freezing the fractional coordinates does no harm at this order. The (111) film has three equal shears, so $\mathbf u$ points along the normal when $A\neq0$. Freezing the coordinates then makes $C_{44}$ too large and, by part (e), $k$ too small. The constants in \eqref{eq:111} must be those obtained with the atoms relaxed, which are also the ones that a static measurement gives.

The size of the effect can be seen in a Keating model of a diamond crystal. With bond vectors $\mathbf r_i$ and unstrained bond length $d$, its energy per two-atom cell is
\begin{equation}
E=\frac{3\alpha}{8d^2}\sum_{i=1}^4(r_i^2-d^2)^2
+\frac{3\beta}{4d^2}\sum_{i<j}
\left(\mathbf r_i\cdot\mathbf r_j+\frac{d^2}3\right)^2 ,
\label{eq:keating}
\end{equation}
where the $\alpha$ term depends only on the bond lengths, and the $\beta$ term depends on the bond angles and also on the bond lengths. The round value $\beta/\alpha=0.3$ is a model choice, not a fit to germanium. In units of $\alpha/d$, the computed $C_{44}$ is $0.400$ with relaxed atoms and $0.563$ with frozen ones. Relaxing the clamped cell gives $k=0.416$ and $k=0.165$ respectively for (111). In this model, freezing the atoms thus lowers the (111) normal strain by about $60\,\%$ of its relaxed value. The figure belongs to the model and to the chosen ratio $\beta/\alpha$; it is not a value for germanium. For (001), both calculations give $k=0.737$. In the numerical check these cell relaxations start from a tilted third vector, and they agree with the formulas of parts (c) and (d).

\section*{Part (h): is a four per cent misfit small?}

\textbf{Question.} Estimate the error of the linear (001) formula at $e_\parallel=-4\,\%$ in the Keating model.

\textbf{Answer.} With $\mathbf u=0$, as symmetry permits for (001), the scalar products in \eqref{eq:keating} are linear in the finite strain $\eta=\tfrac12(F^TF-I)$. The energy is therefore quadratic in $\eta$, and the minimization of part (c) carries over with $\eta$ in place of $e$: $\eta_\perp=-k\eta_\parallel$. A stretch $1+e$ has $\eta=e+\tfrac12e^2$, so
\begin{equation}
e_\perp+\tfrac12e_\perp^2
=-k\left(e_\parallel+\tfrac12e_\parallel^2\right).
\end{equation}
Insert $e_\perp=-ke_\parallel+ce_\parallel^2$ and compare the second-order terms. This gives $c+\tfrac12k^2=-\tfrac12k$, and hence
\begin{equation}
e_\perp\approx-ke_\parallel-\tfrac12k(1+k)e_\parallel^2 .
\end{equation}
For $k=0.737$ and $e_\parallel=-0.04$, the correction is $-0.10$ percentage points. The full relaxation gives $2.85\,\%$, against $2.95\,\%$ from the linear formula, in agreement with this estimate. The linear value is too large by about $3.5\,\%$ of the relaxed one. Halving the misfit reduces the error by a factor of $3.94$, close to the factor 4 of a quadratic term.

For (111), the model gives $1.635\,\%$ after full relaxation and $1.663\,\%$ from the linear formula. These differences belong to the Keating model. The anharmonicity of real germanium is not determined by it, and a quantitative correction needs data for germanium itself, such as its third-order elastic constants or a calculation at the imposed in-plane spacing.

\section*{Numbers as computed}
\begin{verbatim}
Ge on Si, rough measured inputs
C11, C12, C44 of Ge: 130, 48, 67 GPa
a_s/a_f: 0.96 (no unit)
in-plane strain e_par: -4.00 %
(001) e_perp/e_par: -0.7385 (no unit)
(001) normal strain e_perp: 2.95 %
(001) volume change: -5.12 %
(001) film height/width c/a: 1.0724 (no unit)
(111) e_perp/e_par: -0.3725 (no unit)
(111) normal strain e_perp: 1.49 %
(111) volume change: -6.47 %
(112) tensor shear strain, same inputs: 0.729 %
Keating model crystal, bending/stretching: 0.3 (no unit)
relaxed ions: C11, C12, C44 = 0.8227, 0.3031, 0.3997 alpha/d
relaxed ions (001) e_perp/e_par: cell relaxation -0.7368, formula -0.7368
relaxed ions (111) e_perp/e_par: cell relaxation -0.4158, formula -0.4158
frozen ions: C11, C12, C44 = 0.8227, 0.3031, 0.5629 alpha/d
frozen ions (001) e_perp/e_par: cell relaxation -0.7368, formula -0.7368
frozen ions (111) e_perp/e_par: cell relaxation -0.1647, formula -0.1647
model (001) at e_par -4.0 %: relaxed 2.848 %, linear 2.947 %
model (111) at e_par -4.0 %: relaxed 1.635 %, linear 1.663 %
model (001) linear error, full/half misfit: 3.94 (no unit)
\end{verbatim}
